Landau–Zener spin change of triplet oxygen at a surface, part 1

(Sections cited here and not found follow in the second part.)

## First half: the molecule on a classical path

### The result

An O₂ molecule in its triplet ground state approaches a surface. At some height its energy curve is crossed by that of a singlet state. If the molecule passes the crossing once, at speed v, the coupled part of the triplet becomes singlet with probability

p = 1 − exp[−2πV²/(ħvD)].   (1)

Here D is the difference between the slopes of the two energy curves at the crossing, and V is the strength of the interaction that couples the two spin states. A triplet has three sublevels, however, and in this model there is one singlet for them to enter. If the three sublevels are equally populated, the probability of spin change is

P = p/3.   (2)

However slow the molecule and however strong the coupling, P for one passage across a single singlet doesn't exceed 1/3. The two-state formula (1) alone, applied to unpolarised oxygen, would give three times too much.

### The crossing as a problem in time

Let z be the height of the molecule above the surface. The energies E_T(z) of the triplet and E_S(z) of the singlet are diabatic energies: each belongs to a state of fixed spin character, with the spin-breaking interaction left out. They are equal at z = z_c. Far from the surface the singlet is the higher one, and inside the crossing it is the lower one, so

D = d(E_S − E_T)/dz at z_c

is positive. The spin-breaking interaction, here spin–orbit coupling, has the matrix element V_k between triplet sublevel k and the singlet, with k = 1, 2, 3. These numbers may be complex. The strength in equation (1) is defined by

V² = |V₁|² + |V₂|² + |V₃|².

The first derivation assumes that the molecule follows the classical path z = z_c − vt, with the same constant speed in both spin states. It also assumes that within the crossing zone the energy difference is linear in z and the V_k are constant. Then

E_S − E_T = D(z − z_c) = −βt, with β = vD.

The sublevels may differ by small constant energies ε_k, measured from E_T. A phase factor exp[−(i/ħ)∫E_T dt] common to all four amplitudes changes no probability and is removed. With a_k the amplitude of sublevel k and b that of the singlet, the Schrödinger equation becomes

iħ da_k/dt = ε_k a_k + V_k b,   (3)

iħ db/dt = −βt b + Σ V_k* a_k.   (4)

The sum runs over the three sublevels. The complex conjugate in (4) makes the Hamiltonian Hermitian, so total probability is conserved.

### Solution by a contour integral

Time appears explicitly in one place, and there linearly. This suggests writing

b(t) = ∫ B(s) e^(−ist) ds,  a_k(t) = ∫ A_k(s) e^(−ist) ds,

along a path in the complex s plane that is still to be chosen. Differentiation with respect to t multiplies the integrand by −is, so iħ d/dt becomes multiplication by ħs. Equation (3) gives

ħs A_k = ε_k A_k + V_k B,  hence  A_k = V_k B/(ħs − ε_k).   (5)

For the term with t in (4), use t e^(−ist) = i (d/ds) e^(−ist) and integrate by parts:

t b = ∫ B i (d/ds)e^(−ist) ds = −i ∫ (dB/ds) e^(−ist) ds.

The boundary term is dropped because the path will be chosen so that B e^(−ist) vanishes at both ends. Thus −βt b corresponds to +iβ dB/ds, and (4) becomes, after (5) is inserted,

ħs B = iβ dB/ds + Σ |V_k|² B/(ħs − ε_k).

Solve for the derivative, using 1/i = −i:

(1/B) dB/ds = −iħs/β + (i/β) Σ |V_k|²/(ħs − ε_k).

Set ω_k = ε_k/ħ and

δ_k = |V_k|²/(ħβ).

Since |V_k|²/[β(ħs − ε_k)] = δ_k/(s − ω_k), integration over s gives

B(s) = exp(−iħs²/2β) Π (s − ω_k)^(iδ_k),   (6)

apart from a constant factor. The product runs over the three sublevels.

Now the path. On the line s = r e^(−iπ/4), with r real, s² = −ir², and therefore exp(−iħs²/2β) = exp(−ħr²/2β). This decreases faster than e^(−ist) can grow. A path that runs from infinity at the upper left to infinity at the lower right therefore has vanishing boundary terms. The points ω_k on the real axis are branch points of B. Let the path pass above all of them. Other choices give other solutions of the same equations; this one turns out to start as a pure singlet.

### The state long before and long after the crossing

To find the behaviour at large |t|, put s = β|t|u/ħ. The exponent then reads

−iħs²/2β − ist = −iΛ(u²/2 + σu), with Λ = βt²/ħ,

where σ is the sign of t. For large Λ the integrand oscillates fast except near the stationary point, where u + σ = 0. In terms of s this is

s = −βt/ħ,

which says that the singlet oscillates at the frequency of its own energy −βt. The branch points move to u = 0 in this scale, well away from the stationary point.

For t → −∞ the stationary point lies at u = +1. The path can be shifted to the straight line through u = 1 with slope −1, which passes above u = 0 and so crosses no branch point. On it |b| comes from the stationary point alone. There A_k is smaller than B by the factor V_k/(β|t|), by (5), so every a_k tends to zero. The solution begins as a singlet.

For t → +∞ the stationary point lies at u = −1. The corresponding straight line passes below u = 0, whereas the path must remain above the branch points. Shifting the path leaves loops hanging around them. The loops supply the triplet amplitudes a_k, because A_k contains the factor 1/(ħs − ε_k). Their contribution to b, where this factor is absent, falls as 1/t. Thus the final singlet amplitude also comes from the stationary point.

The Gaussian integral about the stationary point has the same modulus at both times. In the modulus of b, the difference between start and end lies in the factors (s − ω_k)^(iδ_k). At the start s − ω_k is positive, with argument zero, and each factor has modulus 1. The path from there to the final stationary point passes above ω_k, so the argument has grown to π, and

|(s − ω_k)^(iδ_k)| = |exp(iδ_k · iπ)| = exp(−πδ_k).

Multiplying the three factors and squaring gives the probability that a singlet remains a singlet:

P(S→S) = exp(−2πδ), with δ = δ₁ + δ₂ + δ₃ = V²/(ħvD).   (7)

The energies ε_k have dropped out.

### From a singlet start to a triplet start

Oxygen arrives as a triplet, so the result must be turned round. Let U be the 4 × 4 unitary matrix that takes the state from long before to long after the crossing. Each row of a unitary matrix has squared moduli that add to one. For the row of the final singlet,

P(1→S) + P(2→S) + P(3→S) + P(S→S) = 1.

With (7),

P(1→S) + P(2→S) + P(3→S) = 1 − exp(−2πδ) = p.

An unpolarised triplet has weight 1/3 in each sublevel. Its probability of becoming singlet is the sum divided by three, which is (2). Within this model the mean does not depend on the splitting of the sublevels.

When the sublevels are degenerate, the individual probabilities follow as well. The coupling terms involve one combination of triplet states,

|bright⟩ = (1/V) Σ V_k |k⟩,

which couples to the singlet with strength V. The two combinations orthogonal to it are dark: they satisfy Σ V_k* a_k = 0 and do not enter (4). The bright state and the singlet form a two-state problem, for which unitarity gives the change probability p. Sublevel k has the bright weight |V_k|²/V², so

P(k→S) = p |V_k|²/V².   (8)

With splitting, (8) need not hold, though the mean does. A direct propagation of equations (3) and (4) tests both statements. In units with ħ = β = 1, take couplings 0.15, 0.20i and 0.25 + 0.10i. Then V² = 0.1350 and p/3 = 0.1906. With degenerate sublevels the three computed probabilities are 0.095, 0.169 and 0.307, as (8) requires. With sublevel energies −0.4, 0 and 0.5 they become 0.132, 0.192 and 0.247. The mean is 0.1906 in both cases.

### What the formula says

The exponent can be read as a comparison of times. The energy difference changes by V in the time V/β, and the coupling needs a time of about ħ/V to act. The ratio of the two is V²/(ħβ) = δ, and the exponent is 2πδ. If the two-state Hamiltonian is diagonalised at each instant, its energies differ by √(β²t² + 4V²), and the smallest gap is 2V. A molecule that sweeps through this gap slowly follows the lower adiabatic curve and thereby changes its spin. One that sweeps through fast keeps its spin.

For a fast passage or weak coupling, the exponential in (1) can be expanded:

p ≈ 2πV²/(ħvD),  P ≈ 2πV²/(3ħvD).

The probability is then proportional to the time spent near the crossing. For a slow passage or strong coupling, p approaches 1 and P approaches 1/3. The remaining two thirds sit in dark states, which this single coupling cannot reach when the sublevels are degenerate.

### A worked example

The parameters are chosen to lie in the rough regime of the first attack of O₂ on silicon in dry oxidation; they are not computed for a silicon surface. The energy in the motion normal to the surface is 0.150 eV, measured from a triplet far away, and the crossing lies at 0.050 eV. The coupling is V = 0.015 eV and the slope difference is D = 10 eV/nm.

At the crossing 0.100 eV of kinetic energy is left, or 1.602 × 10⁻²⁰ J. With the O₂ mass of 5.313 × 10⁻²⁶ kg,

v = √(2 × 1.602 × 10⁻²⁰/5.313 × 10⁻²⁶) m/s = 777 m/s = 7.77 × 10⁻⁴ nm/fs.

The sweep rate is vD = 7.77 × 10⁻³ eV/fs. With ħ = 0.6582 eV fs,

2πV²/(ħvD) = 2π × (0.015)²/(0.6582 × 7.77 × 10⁻³) = 0.277.

Hence p = 1 − exp(−0.277) = 0.24 and P = 0.08. The weak-coupling estimate of P is 0.092, about 15 % above the value from the full formula.

A gas supplies a range of speeds. The flux of molecules with normal speed w is proportional to w exp(−mw²/2kT) dw, where m is the mass of O₂. Since E = mw²/2 gives dE = mw dw, the flux is distributed over normal energy as exp(−E/kT) dE/kT. Let E_c be the crossing energy and y = (E − E_c)/kT. The mean over arriving molecules, counting those that reach the crossing and their first passage, is

P_th = exp(−E_c/kT) ∫₀^∞ e^(−y) P(y) dy,   (9)

where P(y) is (2) with v = √(2kTy/m). At 1200 K, kT = 0.103 eV. A fraction 0.62 of the flux has enough energy to reach the crossing, and P_th = 0.07. Among the molecules that reach it, the mean is 0.11. This exceeds the 0.08 found at a kinetic energy close to kT because slow molecules count heavily. In the weak-coupling limit P varies as y^(−1/2), whose mean with weight e^(−y) is Γ(1/2) = √π = 1.77 times its value at y = 1. Saturation of P at low speed reduces this enhancement.

## Second half: the molecule as a wave, and what each derivation assumes

### What is carried over

The molecule has mass m and crosses from triplet to singlet at z_c. Its speed there, on the triplet curve, is v. The slope difference is D, the total coupling strength is V, and δ = V²/(ħvD). The first half found p = 1 − exp(−2πδ) for the bright triplet state and P = p/3 for an unpolarised triplet. In the example, v = 777 m/s, V = 0.015 eV and D = 10 eV/nm, which give p = 0.24 and P = 0.08.

That derivation gave the molecule a prescribed path. The second one prescribes no path. It treats the height as a quantum coordinate and lets the singlet accelerate. In exchange, it takes the triplet energy to be constant near the crossing. The sublevels are taken as degenerate, so that the bright state and the singlet form a closed pair.

### Equations in wave number

Let x = z − z_c, with the vacuum at positive x. Measure energies from the crossing, so that the triplet energy is zero and the singlet energy is Dx. The kinetic energy on the triplet is ε > 0, and

k = √(2mε)/ħ,  v = ħk/m.

The triplet wave φ_T and the singlet wave φ_S obey

−(ħ²/2m) φ_T″ − ε φ_T + V φ_S = 0,

−(ħ²/2m) φ_S″ + (Dx − ε) φ_S + V φ_T = 0.

V can be taken real by a choice of phase of one state. Write φ_T = ∫ A(q) e^(iqx) dq and φ_S = ∫ B(q) e^(iqx) dq. Since x e^(iqx) = −i (d/dq) e^(iqx), integration by parts turns xφ_S into the integral of i(dB/dq)e^(iqx), again on a path whose boundary terms vanish. With the abbreviation g(q) = ħ²q²/2m − ε,

gA + VB = 0,  gB + iD dB/dq + VA = 0.

The first equation gives A = −VB/g. The second then gives

(1/B) dB/dq = (i/D)(g − V²/g).   (10)

The function g vanishes at q = ±k, where the wave number matches that of the free triplet. Its reciprocal separates into partial fractions:

1/g = (2m/ħ²)/[(q − k)(q + k)] = (1/ħv)[1/(q − k) − 1/(q + k)],

because m/(ħ²k) = 1/(ħv). Integrating (10),

B(q) = exp[(i/D)(ħ²q³/6m − εq)] (q − k)^(−iδ) (q + k)^(iδ).   (11)

The parameter δ = V²/(ħvD) has appeared, with v the speed on the triplet curve at the crossing. No assumption about the singlet's speed was needed.

The classical-path derivation has given the spin-change probability p for the bright state and p/3 for an unpolarised triplet, and the wave equations have now been solved in wave number, with the same parameter δ appearing. It remains to choose the path that describes a triplet arriving from the vacuum, to find its probability of spin change, and to examine what each derivation assumes and where the model stops applying.
